# Why Self-Heating Spreads Transistor Output Conductance over Many Frequency Decades

Apply a small alternating voltage to the drain of a bulk transistor and measure the in-phase current. At high frequency the channel temperature has no time to follow, and the output conductance is the isothermal one, as long as capacitive losses at the drain remain small. At low frequency each rise in drain voltage also heats the channel, which at strong gate drive lowers the current and hence the conductance. If one thermal resistance and one heat capacity described the device, the passage between these values would take about one decade of frequency. A substrate that conducts and stores heat makes it take several.

Diffusion gives the thermal impedance an inverse-square-root frequency tail, which widens the upper side of the transition. The lower side is widened by the same diffusion through a different limit, and a hemispherical heat source shows both.

## From temperature to conductance

Small signals vary as \(e^{+j\omega t}\), and the gate voltage is fixed. Let \(v,i,\theta,p\) be the small changes in drain voltage, drain current, channel temperature and power. Define

\[
g_e=\left(\frac{\partial I}{\partial V}\right)_T,\qquad
a=\left(\frac{\partial I}{\partial T}\right)_V,\qquad \theta=Zp .
\]

Here \(Z(\omega)\) is the thermal impedance, with static value \(R=Z(0)\). Since the power is \(IV\), to first order \(p=Iv+Vi\). Therefore

\[
i=g_ev+aZ(Iv+Vi),\qquad i(1-aZV)=(g_e+aZI)v ,
\]

and the output admittance \(Y=i/v\) obeys

\[
Y-g_e=\frac{g_e+aZI-g_e+g_eaZV}{1-aZV}
=\frac{aZ(I+g_eV)}{1-aZV}.
\]

For negative \(a\), self-heating lowers the static conductance. The denominator is electrothermal feedback, measured by \(\beta=-aRV\).

For a single pole, \(Z=R/(1+j\omega\tau)\), and

\[
\frac{Z}{1-aZV}=\frac{R}{1+\beta+j\omega\tau}
=\frac{R}{1+\beta}\,\frac{1}{1+j\omega\tau/(1+\beta)} .
\]

Feedback moves the pole but leaves its shape alone. With \(y=\omega\tau/(1+\beta)\), the fraction of the thermal conductance change still present is \(\operatorname{Re}[1/(1+jy)]=1/(1+y^2)\). It equals 90% at \(y=1/3\) and 10% at \(y=3\), so the width is \(\log_{10}9=0.954\) decades.

## A source in a diffusing substrate

Let heat enter a half-space through a hemisphere of radius \(r_0\), with no heat crossing the top surface. The substrate has conductivity \(k\), heat capacity per volume \(c\) and diffusivity \(D=k/c\). Outside the source,

\[
j\omega c\,\theta=\frac{k}{r}\frac{d^2(r\theta)}{dr^2},\qquad
\theta=\theta_0\frac{r_0}{r}e^{-\gamma(r-r_0)},\qquad
\gamma=\sqrt{\frac{j\omega}{D}} .
\]

The root with positive real part makes the temperature vanish far away. The power through the hemisphere is

\[
p=-2\pi r_0^2k\left.\frac{d\theta}{dr}\right|_{r_0}
=2\pi kr_0(1+\gamma r_0)\theta_0 .
\]

Hence \(R=1/(2\pi kr_0)\) and

\[
F(x)=\frac ZR=\frac1{1+\sqrt{jx}},\qquad x=\frac{\omega r_0^2}{D}.
\]

Put \(s=\sqrt{x/2}\). Because \(\sqrt j=(1+j)/\sqrt2\), the denominator is \(1+s+js\), and

\[
\operatorname{Re}F=\frac{1+s}{(1+s)^2+s^2}=\frac{1+s}{1+2s+2s^2}.
\]

Setting this equal to a remaining fraction \(q\) gives \(2qs^2+(2q-1)s-(1-q)=0\), whose positive root is

\[
s=\frac{1-2q+\sqrt{(2q-1)^2+8q(1-q)}}{4q}.
\]

For \(q=0.9,0.5,0.1\), the values of \(x=2s^2\) are 0.02069, 1 and 48.32. The width is \(\log_{10}(48.32/0.02069)=3.37\) decades. A numerical solution of the radial heat equation gives the same width to this precision.

Feedback again leaves the width unchanged:

\[
\frac{F}{1+\beta F}=\frac1{1+\beta+\sqrt{jx}}
=\frac1{1+\beta}F\!\left(\frac{x}{(1+\beta)^2}\right).
\]

It multiplies every characteristic frequency by \((1+\beta)^2\).

## Two square roots, one cause

The limits of the real part are

\[
\operatorname{Re}F\simeq1-\sqrt{x/2}\quad(x\ll1),\qquad
\operatorname{Re}F\simeq\frac1{\sqrt{2x}}\quad(x\gg1).
\]

A single pole instead departs from its static value as \(y^2\) and falls as \(y^{-2}\). At high frequency heat occupies a layer of thickness about \(\sqrt{D/\omega}\). As frequency rises this layer thins, so less material stores heat and the temperature falls slowly. At low frequency the heated region reaches far into the substrate. Distant material contributes little resistance but has a large heat capacity, so the static limit is approached slowly.

The two sides contribute equally in this model. Indeed,

\[
1-F(1/x)=1-\frac{\sqrt x}{\sqrt x+\sqrt j}
=\frac{\sqrt j}{\sqrt x+\sqrt j}
=\frac1{1+\sqrt x/\sqrt j}=F(x)^*,
\]

because \(1/\sqrt j=(\sqrt j)^*\). Thus the curve below \(x=1\) mirrors the curve above it on a logarithmic frequency axis. The high-frequency tail supplies half the extra width, not all of it.

The response can also be written as a continuum of single poles. With \(z=jx\) and \(\lambda=h^2\),

\[
\frac1\pi\int_0^\infty\frac{\sqrt\lambda\,d\lambda}{(1+\lambda)(\lambda+z)}
=\frac{2}{\pi(1-z)}\int_0^\infty
\left[\frac1{1+h^2}-\frac z{h^2+z}\right]dh .
\]

The two integrals are \(\pi/2\) and \(\pi\sqrt z/2\), so the result is \((1-\sqrt z)/(1-z)=1/(1+\sqrt z)=F\). Each pole has the form \(\lambda/(\lambda+jx)\). Its weight per unit \(u=\ln\lambda\) is \(\sqrt\lambda/[\pi(1+\lambda)]=1/[2\pi\cosh(u/2)]\). The central 80% of this weight spans 3.20 decades of rate.

To isolate the cause, keep conduction throughout the substrate but allow heat storage only between \(r_0\) and \(1.05r_0\). The static resistance is unchanged, yet the numerical width drops from 3.37 to 0.99 decades. Storage distributed along the path of heat flow is what spreads the transition.

## A rectangular channel

A transistor heats a region of length \(L\), width \(W\) and depth \(d\), with \(W\gg L\gg d\) here. Take the heating as uniform and let the current respond to the mean temperature of the same region. For a thin source of area \(A=LW\), \(Z\) is the average of \(e^{-\gamma\rho}/(2\pi k\rho)\) over all pairs of source points separated by \(\rho\). For buried points, the kernel is half the sum of two such terms, one for the direct distance and one for the distance to the mirror image above the surface.

**Low frequency.** When \(|\gamma|W\ll1\), \(e^{-\gamma\rho}/\rho\simeq1/\rho-\gamma\), so

\[
Z\simeq R-\frac{\gamma}{2\pi k}.
\]

To this order the correction does not depend on the source shape.

**Intermediate frequency.** When \(D/W^2\ll\omega\ll D/L^2\), heat spreads as from a line. Integrating the kernel along the width gives \(K_0(\gamma|X|)/(\pi kW)\), where \(X\) is the separation along the channel length. For small argument \(K_0(w)\simeq-\ln(w/2)-\gamma_E\), with \(\gamma_E\) Euler's constant. The mean of \(\ln|X|\) over pairs in the strip is \(\ln L-3/2\), hence

\[
Z\simeq\frac1{\pi kW}\left[\ln\frac2{\gamma L}-\gamma_E+\frac32\right].
\]

Since \(|\gamma|\propto\sqrt\omega\), \(\operatorname{Re}Z\) falls by \(\ln10/(2\pi kW)\) per decade.

**High frequency.** When \(|\gamma|L\gg1\) and \(|\gamma|d\ll1\), treat the source first as a sheet. At separation \(r\) and angle \(\phi\), the overlap area of the rectangle with its shifted copy is \((L-r|\cos\phi|)(W-r|\sin\phi|)\). Its integral over angle is \(2\pi A-4(L+W)r+2r^2\). Multiplying by \(e^{-\gamma r}\), integrating over \(r\), and dividing by \(2\pi kA^2\) gives, apart from exponentially small terms,

\[
Z\simeq\frac1{kA\gamma}\left[1-\frac{2(L+W)}{\pi A\gamma}
+\frac2{\pi A\gamma^2}\right].
\]

This is the inverse-square-root tail. The edge correction to \(Z\) is proportional to \(1/\gamma^2=D/(j\omega)\), which is imaginary, so it drops out of \(\operatorname{Re}Z\).

**Finite depth.** Once lateral flow is negligible, solve \(j\omega c\theta=k\theta''+p/(Ad)\) for \(0<z<d\), without the source below. Matching temperature and flux at \(d\) gives

\[
\theta=\frac{p}{j\omega cAd}\left[1-e^{-\gamma d}\cosh\gamma z\right]
\quad(0<z<d).
\]

Averaging over depth and using \(j\omega c=k\gamma^2\),

\[
Z=\frac1{kA\gamma^2d}\left[1-\frac{1-e^{-2\gamma d}}{2\gamma d}\right]
\simeq\frac1{kA}\left[\frac1\gamma-\frac{2d}{3}+\frac{\gamma d^2}{3}\right],
\]

where the last form holds for \(|\gamma|d\ll1\). For \(|\gamma|d\gg1\), \(Z\simeq1/(j\omega cAd)\): the heated block stores its own heat and the square-root tail ends. This leading term is imaginary. The real part comes from the next term and falls as \(\omega^{-3/2}\).

## A long-channel silicon transistor

Take \(W=50\) µm, \(L=3\) µm, \(d=0.2\) µm, \(k=1.30\) W/(cm K) and \(D=0.788\) cm²/s. These are rough values for a long-channel, high-voltage analog n-MOSFET. The current model is a square law with a 30 nm oxide, an Early voltage of 100 V, mobility varying as \(T^{-3/2}\) from 500 cm²/(V s) at 300 K, and a threshold falling by 2 mV/K. The overdrive at 300 K is 3.5 V. The square law leaves out velocity saturation, which at this overdrive and length would lower the current by a fifth to a third and cut the thermal conductance change found below to between one half and three tenths of its value, depending on the form of velocity saturation assumed. The conductances are therefore illustrative. The width depends mainly on \(Z\) and is much less affected.

At 6 V the self-consistent current is 6.065 mA. The power is 36.4 mW, and \(R=191\) K/W gives a rise of 6.95 K. The current law gives \(g_e=57.22\) µS and \(a=-22.74\) µA/K. Then \(|a|R=4.343\times10^{-3}\ \mathrm{V^{-1}}\), \(\beta=0.026\), and

\[
g_e-Y(0)=\frac{(4.343\times10^{-3}\ \mathrm{V^{-1}})
(6.065+0.343)\ \mathrm{mA}}{1.026}=27.1\ \mathrm{\mu S}.
\]

The static conductance is therefore 30.1 µS. The 90%, 50% and 10% points of the thermal change lie at 6.81 kHz, 544 kHz and 27.5 MHz, a span of 3.61 decades. A single pole with the same midpoint would have reached 57.14 µS at 10 MHz, where this device has 52.38 µS.

The scales \(D/(2\pi W^2)=5.0\) kHz and \(D/(2\pi L^2)=1.39\) MHz lie on either side of the midpoint. The second is less than three times above it, so the line-source formula is only approximate there. It predicts a fall of 56 K/W per decade, or 30% of \(R\). The remaining thermal change actually drops by 19 percentage points between 10 and 100 kHz and by 26 between 100 kHz and 1 MHz. The drop per decade is not constant, so with \(W/L\) of only 17 the logarithmic section is not fully developed. A clean one needs a much larger \(W/L\).

At 100 MHz a surface source has a logarithmic slope of \(-0.500\) in \(\operatorname{Re}Z\), but the source of finite depth has \(-0.783\). The three terms of the depth expansion contribute 12.8, \(-6.8\) and 1.4 K/W. The constant second term has no slope but reduces the total, giving \(\tfrac12(-12.84+1.37)/7.37\simeq-0.78\). The transition is broad even though a clean inverse-square-root law is not seen at this frequency.

## Where real devices depart from the model

Holding the back of a 300 µm chip at fixed temperature reduces the width to 3.50 decades. Phonons whose free path is not small compared with the heated depth add thermal resistance near the source. With a rough path \(\Lambda=0.3\) µm, take the extra resistance to be that of a silicon layer \(2\Lambda/3\) thick without heat storage, \(2\Lambda/(3kA)\simeq10\) K/W. Simply adding this resistance to \(Z\) moves the 10% point to about 75 MHz and the width to about 4.0 decades, but that ignores the heat stored in the heated block before it reaches the resistance. With the resistance placed between the heated block and the substrate, so that this storage is included, the 10% point is near 40 MHz (37 to 42 MHz, depending on how the resistance is placed) and the width about 3.7 decades. These are size estimates, not phonon transport calculations. In much shorter channels Fourier conduction near the source becomes a poor assumption.

Heating is also concentrated near the drain. If all of it is placed in the drain third while the current follows the mean channel temperature, the width is 3.59 decades. If the current instead senses only the other two thirds, the 10% point falls to 7.34 MHz and the width to 3.18 decades. The heated and sensing areas then do not overlap, so the leading \(1/(kA\gamma)\) term is absent. Equal weighting is reasonable for the mobility of a long channel: current continuity gives \(I\int dx/\mu=W\int Q\,dV\), with \(Q\) the mobile charge per area, so small changes of \(1/\mu\) count equally along \(x\) up to the pinch-off point. Threshold changes need not follow that weighting. In saturation the added drain voltage falls mainly beyond that point, so a real device lies closer to the case of separate heating and sensing. Heating only the last 0.5 µm and sensing the rest puts the 10% point near 8.5 MHz and gives a width of about 3.2 decades.

Silicon's conductivity falls by about 3% at the mean channel temperature. If the oxide above the channel is treated as thick, the heat entering it is about 1% of that entering silicon in the static limit and 10% in the fast planar limit. Applying a rough peak drain field of 0.1 MV/cm over a whole pinch-off region of 0.5 µm gives 4 to 5 µS for the impact-ionization conductance. If the field instead rises linearly to that peak, the estimate is more than ten times smaller. Neither is a bound, because a shorter pinch-off region has a higher peak field. With the linear field, shortening the region to 0.3 µm already raises the estimate to 27 µS if the length stays fixed, as large as the thermal change itself, or to 15 µS if the length grows as the square root of the voltage across it. A still shorter region gives more. The 0.5 µm length was chosen independently of the Early voltage. Under the square-root law it would give \(I/g_e\simeq25\) V rather than 106 V, and the latter needs about 0.14 µm, a peak field near 0.35 MV/cm and several hundred µS of ionization conductance. The example therefore presumes a graded or extended drain that keeps the field low. The ionization rate at 0.1 MV/cm is also an extrapolation from higher fields. The drain junction capacitance in series with the substrate resistance adds an in-phase term rising as \(\omega^2\). For a rough 50 fF and 200 Ω it is 0.01 µS at the 10% point, but it overtakes the remaining thermal term between 100 and 300 MHz and reaches about 20 µS at 1 GHz, so a measurement there no longer shows the isothermal value. This loss, metal wiring and neighbouring devices are not included. The numerical output following this text lists the conductance at each decade of frequency.

## Table of computed values

```
Single-pole width, 90% to 10%: 0.954 decades
Hemisphere width from heat equation: 3.368 decades
Hemisphere x at 90%, 50%, 10%: 0.02069 1 48.32
Width, storage only in 5% shell: 0.990 decades
Central 80% of pole weights spans: 3.201 decades
W, L, depth: 50, 3, 0.2 um
Silicon k: 1.30 W/(cm K); c: 1.65 J/(cm3 K)
Silicon diffusivity: 0.788 cm2/s
Drain voltage: 6.0 V; sink temperature: 300 K
Oxide thickness: 30 nm; mobility at sink temperature: 500 cm2/(V s)
Cold overdrive: 3.50 V; threshold fall: 2.0 mV/K
Early voltage: 100 V
Static thermal resistance: 191.0 K/W
Thermal resistance of surface source: 197.2 K/W
Drain current: 6.065 mA; power: 36.39 mW
Temperature rise: 6.95 K
Current temperature slope a: -22.74 uA/K
Feedback beta: 0.0260
Isothermal conductance: 57.22 uS
Static conductance: 30.10 uS
Device 90% point: 6.81 kHz
Device 50% point: 544.1 kHz
Device 10% point: 27.48 MHz
Device total width: 3.61 decades
Lower and upper parts: 1.90, 1.70 decades
Equal-R hemisphere radius: 6.41 um
Equal-R hemisphere 90%, 10%: 6.65 kHz, 15.52 MHz
Frequency (Hz), device g (uS), equal-midpoint pole g (uS):
  1e+02  30.44  30.10
  1e+03  31.17  30.10
  1e+04  33.35  30.11
  1e+05  38.49  30.99
  1e+06  45.59  51.02
  1e+07  52.38  57.14
  1e+08  56.13  57.22
  1e+09  57.12  57.22
D/(2 pi W^2): 5.02 kHz
D/(2 pi L^2): 1.39 MHz
D/(2 pi d^2): 313 MHz
Re Z log slope at 100 MHz, surface source: -0.500
Re Z log slope at 100 MHz, finite depth: -0.783
Width with 300 um chip: 3.50 decades
Phonon path (rough): 0.3 um; extra resistance: 10.3 K/W
With phonon resistance: 10% at 74.6 MHz, width 3.99 decades
Drain-third heating, mean sensing: 3.59 decades
Drain-third heating, remote sensing: 10% at 7.34 MHz, 3.18 decades
Top-oxide heat ratio, static and fast: 1.1%, 10.4%
Fall of silicon k at hot spot: 2.9%
Rough peak drain field: 0.099 MV/cm
Rough impact-ionization conductance: 4.47 uS
Substrate-loss conductance at 10% point: 0.0149 uS
Channel transit frequency scale: 3.11 GHz
```
